# Maximum Continuous-Wave Heat-Sink Temperature of a Quantum Cascade Laser: a numerical check

```python
# Result under test: a laser with threshold I0*exp(T/T0), bias V and thermal
# resistance R can lase continuously only for heat-sink temperatures up to
#     T_max = T0*(ln(T0/(R*V*I0)) - 1).
# T: active-region temperature (K); I0: current prefactor (A);
# T0: characteristic temperature (K); V: bias (V); R: thermal resistance (K/W).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

I0, T0, V, R = 0.1, 150.0, 10.0, 10.0


def threshold(T, i0=I0, t0=T0):
    return i0 * np.exp(T / t0)


def limit_formula(i0, t0, v, r):
    return t0 * (np.log(t0 / (r * v * i0)) - 1.0)


def limit_by_search(i0, t0, v, r, i_cap=10.0):
    """Bisect on sink temperature; at each one scan currents for lasing."""
    currents = np.geomspace(1e-3, i_cap, 20001)
    low, high = 0.0, 1000.0
    for _ in range(45):
        sink = 0.5 * (low + high)
        heated = sink + r * v * currents
        if np.any(currents >= threshold(heated, i0, t0)):
            low = sink
        else:
            high = sink
    return low


# --- main result, against a search that does not use the formula ---
for case in [(I0, T0, V, R), (0.05, 120.0, 12.0, 8.0), (0.3, 200.0, 11.0, 6.0)]:
    assert abs(limit_by_search(*case) - limit_formula(*case)) < 0.01
T_max = limit_formula(I0, T0, V, R)
T_search = limit_by_search(I0, T0, V, R)
I_star = T0 / (R * V)
T_star = T_max + R * V * I_star
assert abs(threshold(T_star) - I_star) < 1e-9
best = minimize_scalar(lambda T: -(T - R * V * threshold(T)),
                       bounds=(200, 600), method="bounded",
                       options={"xatol": 1e-8})
assert abs(best.x - T_star) < 1e-2 and abs(-best.fun - T_max) < 1e-6

# --- current window below the limit: Lambert W against root finding ---
sink_cold = 240.0
z = R * V * I0 / T0 * np.exp(sink_cold / T0)
I_low = -I_star * lambertw(-z, 0).real
I_high = -I_star * lambertw(-z, -1).real


def margin(current):
    return current - threshold(sink_cold + R * V * current)


assert abs(I_low - brentq(margin, 0.1, I_star)) < 1e-8
assert abs(I_high - brentq(margin, I_star, 5.0)) < 1e-8

# --- design rules, against the search ---
loss_ten_percent = T0 * np.log(1.1)
assert abs(T_search - limit_by_search(I0, T0, V, 1.1 * R)
           - loss_ten_percent) < 0.01
sink_room = 300.0
R_room = T0 / (V * I0) * np.exp(-1.0 - sink_room / T0)
assert abs(limit_by_search(I0, T0, V, R_room) - sink_room) < 0.01
I_cap = 1.2
T_capped = T0 * np.log(I_cap / I0) - R * V * I_cap
assert abs(limit_by_search(I0, T0, V, R, I_cap) - T_capped) < 0.01

# --- pulsed lasing but continuous failure at a 300 K sink ---
I_pulse = threshold(sink_room)
T_hot = sink_room + R * V * I_star
assert I_pulse < I_star < threshold(T_hot)

# --- rough typical mid-infrared device on InP ---
wavelength, stages, period_nm = 4.6e-6, 30, 50.0
photon_eV = const.h * const.c / wavelength / const.e
slope_bound = stages * photon_eV          # W/A, one photon per stage
assert slope_bound < V
field_kV_cm = V / (stages * period_nm * 1e-7) / 1e3

# --- optical output: scan every lasing steady state ---
T_grid = np.arange(300.0, 500.0, 0.25)[:, None]
I_grid = np.arange(0.5, 3.0, 0.0025)[None, :]


def limit_with_output(slope):
    excess = I_grid - threshold(T_grid)
    sink = T_grid - R * (V * I_grid - slope * excess)
    return np.max(np.where(excess >= 0, sink, -np.inf))


slope_typical = 2.0
T_light = limit_with_output(slope_typical)
for slope in (0.0, slope_typical, slope_bound):
    found = limit_with_output(slope)
    # a current step of 0.0025 A can cost up to 0.25 K
    assert T_max - 0.26 < found <= T_max + 1e-9
assert limit_with_output(12.0) > T_max + 1.0   # fails if slope exceeds V

# --- current ceiling from resonant injection ---
sheet_cm2, lifetime_ps = 1e11, 1.0
length_mm, width_um = 3.0, 8.0
area_cm2 = length_mm * 0.1 * width_um * 1e-4
J_ceiling = const.e * sheet_cm2 / (2 * lifetime_ps * 1e-12)
tunnel_rate = 1e4 / lifetime_ps           # strong coupling, 1/ps
rates = np.array([[tunnel_rate, -tunnel_rate - 1 / lifetime_ps], [1.0, 1.0]])
ground, upper = np.linalg.solve(rates, np.array([0.0, sheet_cm2]))
J_rates = const.e * upper / (lifetime_ps * 1e-12)
assert abs(J_rates / J_ceiling - 1) < 1e-3
I_ceiling = J_ceiling * area_cm2
assert I_ceiling > I_star

# --- neglected thermal and electrical effects ---
R_diff, exponent, T_knee, T0_hot = 2.0, 1.4, 350.0, 120.0


def threshold_knee(T):
    if T < T_knee:
        return threshold(T)
    return threshold(T_knee) * np.exp((T - T_knee) / T0_hot)


def bias_rising(current):
    return V + R_diff * (current - I_pulse)


def sink_variable(T, power):
    """Sink temperature if conductivity varies as T**(-exponent), R at 300 K."""
    m = exponent - 1.0
    return (T**(-m) + m * R * power / 300.0**exponent)**(-1.0 / m)


sink_check = sink_variable(400.0, 12.0)
flow = quad(lambda t: (t / 300.0)**(-exponent), sink_check, 400.0)[0] / R
assert abs(flow - 12.0) < 1e-8


def refined_limit(rising=False, variable=False, knee=False):
    """Highest sink temperature, with active temperature and current there."""
    def sink(T):
        current = threshold_knee(T) if knee else threshold(T)
        power = current * (bias_rising(current) if rising else V)
        return sink_variable(T, power) if variable else T - R * power
    grid = np.arange(250.0, 550.0, 0.02)
    values = np.array([sink(T) for T in grid])
    k = int(np.argmax(values))
    assert 0 < k < len(grid) - 1
    current = threshold_knee(grid[k]) if knee else threshold(grid[k])
    return values[k], grid[k], current


assert abs(refined_limit()[0] - T_max) < 0.001
T_bias = refined_limit(rising=True)[0]
T_cond, T_active_cond, I_cond = refined_limit(variable=True)
T_kneed = refined_limit(knee=True)[0]
T_pair = refined_limit(rising=True, knee=True)[0]
T_all, T_active_all, I_all = refined_limit(True, True, True)
assert max(T_bias, T_cond, T_kneed) < T_max
assert T_pair < min(T_bias, T_kneed)
# The effects do not simply add: a heat path colder than 300 K on average
# conducts better than assumed, a warmer one worse.
R_eff_cond = (T_active_cond - T_cond) / (V * I_cond)
R_eff_all = (T_active_all - T_all) / (bias_rising(I_all) * I_all)
assert R_eff_all < R < R_eff_cond
assert T_pair < T_bias < T_all < T_max
# The hot-side change of T0 plays no part when all effects act together.
assert T_active_all < T_knee
assert abs(refined_limit(rising=True, variable=True)[0] - T_all) < 1e-9

print(f"Current prefactor I0: {I0:.1f} A")
print(f"Characteristic temperature T0: {T0:.0f} K")
print(f"Bias V: {V:.0f} V")
print(f"Thermal resistance R: {R:.0f} K/W")
print(f"Product R*V*I0: {R*V*I0:.1f} K")
print(f"ln(T0/(R*V*I0)): {np.log(T0/(R*V*I0)):.4f}")
print(f"Maximum sink temperature, formula: {T_max:.2f} K")
print(f"Maximum sink temperature, formula: {T_max-const.zero_Celsius:.1f} C")
print(f"Maximum sink temperature, search: {T_search:.2f} K")
print(f"Active temperature at the limit: {T_star:.2f} K")
print(f"Current at the limit: {I_star:.3f} A")
print(f"Electrical power at the limit: {V*I_star:.2f} W")
print(f"Cold sink for current window: {sink_cold:.0f} K")
print(f"Lambert argument z there: {z:.4f} (1/e = {np.exp(-1):.4f})")
print(f"Lower edge of window: {I_low:.3f} A")
print(f"Upper edge of window: {I_high:.3f} A")
print(f"Active temperature, lower edge: {sink_cold+R*V*I_low:.1f} K")
print(f"Active temperature, upper edge: {sink_cold+R*V*I_high:.1f} K")
print(f"Loss of limit for 10 % larger R: {loss_ten_percent:.1f} K")
print(f"R needed for a 300 K sink: {R_room:.2f} K/W")
print(f"Limit if current is capped at {I_cap:.1f} A: {T_capped:.1f} K")
print(f"Pulsed threshold at 300 K: {I_pulse:.3f} A")
print(f"Active temperature, 300 K sink, {I_star:.1f} A: {T_hot:.0f} K")
print(f"Threshold at that temperature: {threshold(T_hot):.2f} A")
print(f"Wavelength (rough typical): {wavelength*1e6:.1f} um")
print(f"Photon energy: {photon_eV:.3f} eV")
print(f"Stages: {stages}; period: {period_nm:.0f} nm")
print(f"Upper bound on slope: {slope_bound:.2f} W/A")
print(f"Field in the core: {field_kV_cm:.0f} kV/cm")
print(f"Scanned limit with {slope_typical:.0f} W/A output: {T_light:.1f} K")
print(f"Ridge length: {length_mm:.0f} mm; width: {width_um:.0f} um")
print(f"Ridge area: {area_cm2:.2e} cm2")
print(f"Sheet density per stage: {sheet_cm2:.1e} cm^-2")
print(f"Upper-level lifetime: {lifetime_ps:.1f} ps")
print(f"Ceiling current density: {J_ceiling/1e3:.2f} kA/cm2")
print(f"Ceiling current: {I_ceiling:.2f} A")
print(f"Current density at the limit: {I_star/area_cm2/1e3:.2f} kA/cm2")
print(f"Differential resistance: {R_diff:.1f} ohm")
print(f"Bias at {I_star:.1f} A with it: {bias_rising(I_star):.2f} V")
print(f"Limit with rising bias: {T_bias:.1f} K")
print(f"Conductivity falls as T to the power: {-exponent:.1f}")
print(f"Limit with variable conductivity: {T_cond:.1f} K")
print(f"Effective R, variable conductivity: {R_eff_cond:.2f} K/W")
print(f"T0 above {T_knee:.0f} K: {T0_hot:.0f} K")
print(f"Limit with smaller T0 when hot: {T_kneed:.1f} K")
print(f"Limit with rising bias and smaller T0: {T_pair:.1f} K")
print(f"Limit with all three effects: {T_all:.1f} K")
print(f"Active temperature, all three: {T_active_all:.1f} K")
print(f"Current at limit, all three: {I_all:.2f} A")
print(f"Effective R, all three: {R_eff_all:.2f} K/W")
print("all assertions hold")
```

Running it gives:

```
Current prefactor I0: 0.1 A
Characteristic temperature T0: 150 K
Bias V: 10 V
Thermal resistance R: 10 K/W
Product R*V*I0: 10.0 K
ln(T0/(R*V*I0)): 2.7081
Maximum sink temperature, formula: 256.21 K
Maximum sink temperature, formula: -16.9 C
Maximum sink temperature, search: 256.21 K
Active temperature at the limit: 406.21 K
Current at the limit: 1.500 A
Electrical power at the limit: 15.00 W
Cold sink for current window: 240 K
Lambert argument z there: 0.3302 (1/e = 0.3679)
Lower edge of window: 0.906 A
Upper edge of window: 2.309 A
Active temperature, lower edge: 330.6 K
Active temperature, upper edge: 470.9 K
Loss of limit for 10 % larger R: 14.3 K
R needed for a 300 K sink: 7.47 K/W
Limit if current is capped at 1.2 A: 252.7 K
Pulsed threshold at 300 K: 0.739 A
Active temperature, 300 K sink, 1.5 A: 450 K
Threshold at that temperature: 2.01 A
Wavelength (rough typical): 4.6 um
Photon energy: 0.270 eV
Stages: 30; period: 50 nm
Upper bound on slope: 8.09 W/A
Field in the core: 67 kV/cm
Scanned limit with 2 W/A output: 256.0 K
Ridge length: 3 mm; width: 8 um
Ridge area: 2.40e-04 cm2
Sheet density per stage: 1.0e+11 cm^-2
Upper-level lifetime: 1.0 ps
Ceiling current density: 8.01 kA/cm2
Ceiling current: 1.92 A
Current density at the limit: 6.25 kA/cm2
Differential resistance: 2.0 ohm
Bias at 1.5 A with it: 11.52 V
Limit with rising bias: 241.9 K
Conductivity falls as T to the power: -1.4
Limit with variable conductivity: 249.5 K
Effective R, variable conductivity: 10.13 K/W
T0 above 350 K: 120 K
Limit with smaller T0 when hot: 248.2 K
Limit with rising bias and smaller T0: 240.8 K
Limit with all three effects: 244.4 K
Active temperature, all three: 344.1 K
Current at limit, all three: 0.99 A
Effective R, all three: 9.57 K/W
all assertions hold
```
